# Eyring viscosity of oxide and the pressure on an oxidized silicon cylinder

When a silicon cylinder is oxidized, each newly formed layer pushes the older oxide outward and stretches it. At high temperature the oxide can relieve the resulting stress by flowing. The shear stresses can be large enough to change the rate of the molecular rearrangements that make flow possible. This problem derives the resulting viscosity from a model of activated hops, applies it to an oxide shell around a silicon cylinder, and examines two assumptions of the model.

**Model.** The oxide is divided into layers a distance $\lambda_1$ apart, which slide over one another. Sliding proceeds by independent hops of flow units between neighbouring wells a distance $\lambda$ apart. At zero stress the wells are equivalent, the free-energy barrier between them is $\Delta G$, and the hop rate in each direction is

$$k_0=\nu\,e^{-\Delta G/kT},$$

with attempt frequency $\nu$. A shear stress $\tau$ acts on an area $A$ per unit, along the hop direction. Temperature, structure and the effect of pressure on the barrier are held fixed. Define

$$V=A\lambda,\qquad s=\frac{\tau V}{2kT}.$$

The volume $V$ belongs to the full jump, from well to well.

## (a) Hop rates under stress

**Question.** The saddle lies midway between the wells, and stress does not move the wells or the saddle. Find the forward and backward rates $k_+$ and $k_-$. Which part of the result depends on the position of the saddle?

**Solution.** The force on a unit is $\tau A$. If $x$ is its displacement along the force, the stress adds $-\tau Ax$ to the free energy. A forward hop reaches the saddle at $x=\lambda/2$, a backward hop at $x=-\lambda/2$. The two barriers are therefore

$$\Delta G_\pm=\Delta G\mp\frac{\tau A\lambda}{2}=\Delta G\mp\frac{\tau V}{2}.$$

With an unchanged attempt frequency,

$$k_\pm=\nu e^{-\Delta G/kT}e^{\pm\tau V/2kT}=k_0e^{\pm s}.$$

The derivative $-\partial\Delta G_+/\partial\tau$ is $V/2$. If that derivative is called the activation volume, $V$ is twice the activation volume.

The ratio $k_+/k_-=e^{2s}$ does not depend on where the saddle is. Neighbouring wells differ in free energy by $\tau V=2s\,kT$, and detailed balance between them fixes the ratio. The equal division of $2s$ between the two exponents does depend on the midway saddle.

## (b) From hops to shear rate

**Question.** Let $p_n$ be the probability that a unit is in well $n$. Find its mean velocity and the shear rate $\dot\gamma$.

**Solution.** Well $n$ gains probability from both neighbours and loses it in both directions:

$$\frac{dp_n}{dt}=k_+p_{n-1}+k_-p_{n+1}-(k_++k_-)p_n.$$

Multiply by $n$, sum over $n$, and shift the summation index in the first two terms:

$$\frac{d\langle n\rangle}{dt}=\sum_n\left[k_+(n+1)+k_-(n-1)-(k_++k_-)n\right]p_n.$$

The terms proportional to $n$ cancel. Since $\sum_np_n=1$, what remains is $k_+-k_-$. Each hop covers $\lambda$, so the mean velocity of one layer relative to the next is $\lambda(k_+-k_-)$. The shear rate is this velocity difference divided by the layer spacing:

$$\dot\gamma=\frac{\lambda}{\lambda_1}k_0(e^s-e^{-s})=2k_0\frac{\lambda}{\lambda_1}\sinh s.$$

This is the engineering shear rate, the velocity gradient in simple shear. Hops occur in both directions even at zero stress; flow is the imbalance between them.

All units are taken to be aligned with the shear. If they had different orientations, they would feel different resolved stresses, and the single hyperbolic sine would become a weighted sum of such functions with different arguments.

## (c) Viscosity

**Question.** Find $\eta=\tau/\dot\gamma$ as a function of $s$, identify its zero-stress value $\eta_0$, and express the stress in terms of the shear rate.

**Solution.** The definition of $s$ gives $\tau=2kTs/V$. Hence

$$\eta=\frac{2kTs/V}{2k_0(\lambda/\lambda_1)\sinh s}=\frac{kT\lambda_1}{V\lambda k_0}\,\frac{s}{\sinh s}.$$

As $s\to0$, $s/\sinh s\to1$, so

$$\boxed{\eta=\eta_0\frac{s}{\sinh s},\qquad \eta_0=\frac{kT\lambda_1}{V\lambda k_0}}$$

The viscosity is even in $s$: reversing the stress reverses the flow without changing the resistance. For the inverse law, define

$$\tau_c=\frac{2kT}{V},\qquad \dot\gamma_c=\frac{\tau_c}{\eta_0}=2k_0\frac{\lambda}{\lambda_1}.$$

Then $s=\tau/\tau_c$ and $\dot\gamma=\dot\gamma_c\sinh s$, so that

$$\tau=\tau_c\,\operatorname{arsinh}\frac{\dot\gamma}{\dot\gamma_c}.$$

## (d) Limits and size of the effect

**Question.** Find the low- and high-stress forms of $\eta$, decide whether it rises or falls with stress, and find the differential viscosity $d\tau/d\dot\gamma$. Evaluate the law for $T=1273.15$ K, $V=0.30$ nm³, $\eta_0=10^{13}$ Pa s and $\lambda=\lambda_1$. These are round model parameters.

**Solution.** At low stress, $\sinh s=s+s^3/6+\dots$, so

$$\frac{\eta}{\eta_0}=\frac{1}{1+s^2/6+\dots}=1-\frac{s^2}{6}+\dots$$

There is no linear term, and the oxide is Newtonian to first order in stress. At high stress $e^{-s}$ is negligible beside $e^s$, so $\sinh s\simeq e^s/2$ and

$$\frac{\eta}{\eta_0}\simeq2s\,e^{-s}.$$

Backward hops have then almost ceased. In between, take the logarithmic derivative:

$$\frac{d\ln\eta}{ds}=\frac1s-\coth s.$$

For $s>0$, $\tanh s<s$, because both vanish at zero and the slope of $\tanh s$ is $1/\cosh^2s<1$. Thus $\coth s>1/s$ and the derivative is negative. Since $\dot\gamma$ rises with $s$, viscosity also falls with shear rate: the oxide is shear-thinning.

The response to a small change in the rate of the same shear is different from the ratio $\tau/\dot\gamma$:

$$\frac{d\tau}{d\dot\gamma}=\frac{\tau_c\,ds}{\dot\gamma_c\cosh s\,ds}=\frac{\eta_0}{\cosh s}=\eta\,\frac{\tanh s}{s}.$$

It is smaller than $\eta$ at any nonzero stress.

For the numbers, $kT=1.7578\times10^{-20}$ J, and

$$\tau_c=\frac{2(1.7578\times10^{-20}\ \mathrm J)}{0.30\times10^{-27}\ \mathrm{m^3}}=117.2\ \mathrm{MPa}.$$

The hop rate that corresponds to the chosen $\eta_0$ is

$$k_0=\frac{kT}{V\eta_0}=5.86\times10^{-6}\ \mathrm{s^{-1}}.$$

If the attempt frequency is taken as $kT/h=2.653\times10^{13}$ s⁻¹, the barrier is

$$\frac{\Delta G}{kT}=\ln\frac{2.653\times10^{13}}{5.86\times10^{-6}}=42.96,$$

or 4.71 eV. The viscosity law gives:

| $\tau$ (MPa) | $s$ | $\eta/\eta_0$ |
|---:|---:|---:|
| 10 | 0.085 | 0.999 |
| 50 | 0.427 | 0.970 |
| 100 | 0.853 | 0.888 |
| 200 | 1.707 | 0.640 |
| 400 | 3.413 | 0.225 |

At 100 MPa the quadratic approximation gives $1-0.853^2/6=0.879$, close to the full value. At 400 MPa the high-stress form gives $2(3.413)e^{-3.413}=0.225$. A numerical root of $s/\sinh s=1/2$ lies at $s=2.177$, so the viscosity is halved at 255 MPa.

## (e) Pressure on a silicon cylinder

**Question.** Oxide fills the region $a<r<b$ around a long silicon cylinder. It moves outward at speed $v$ at $r=a$, does not stretch along the axis, is incompressible, and has a stress-free outer surface. Treat the flow as steady and purely viscous, with $v$ given. Find the pressure $P$ on the silicon, and compare it with that of a Newtonian oxide of viscosity $\eta_0$.

**Solution.** Incompressibility requires $d(rv_r)/dr=0$, hence $v_r=va/r$. The radial and hoop strain rates are

$$\dot\varepsilon_{rr}=\frac{dv_r}{dr}=-\frac{va}{r^2},\qquad
\dot\varepsilon_{\theta\theta}=\frac{v_r}{r}=\frac{va}{r^2}.$$

The oxide is stretched around the cylinder and thinned radially. On planes at 45° to these directions this is a shear, with engineering rate and shear stress

$$\dot\gamma=\dot\varepsilon_{\theta\theta}-\dot\varepsilon_{rr}=\frac{2va}{r^2},\qquad
\tau=\frac{\sigma_{\theta\theta}-\sigma_{rr}}{2}.$$

Tensile stress is positive. The flow law is applied to this local shear, $\tau=\eta\dot\gamma$.

Now balance radial forces on a wedge of small angle $d\theta$ between $r$ and $r+dr$. The radial stress contributes $d(r\sigma_{rr})\,d\theta$, and the hoop stress on the two inclined faces contributes $-\sigma_{\theta\theta}\,dr\,d\theta$. Their sum vanishes:

$$\frac{d(r\sigma_{rr})}{dr}=\sigma_{\theta\theta}
\quad\Longrightarrow\quad
\frac{d\sigma_{rr}}{dr}=\frac{\sigma_{\theta\theta}-\sigma_{rr}}{r}=\frac{2\tau}{r}.$$

Integrate from $a$ to $b$ with $\sigma_{rr}(b)=0$. The pressure on the silicon is $P=-\sigma_{rr}(a)$, so

$$P=\int_a^b\frac{2\tau}{r}\,dr.$$

Let $x=\dot\gamma/\dot\gamma_c=2va/(\dot\gamma_cr^2)$. Then $dx/x=-2\,dr/r$, and the minus sign reverses the limits:

$$\boxed{P=\tau_c\int_{x_b}^{x_a}\frac{\operatorname{arsinh}x}{x}\,dx}$$

Here $x_a=2v/(a\dot\gamma_c)$ and $x_b=x_a(a/b)^2$. A Newtonian oxide has $\tau=\tau_cx$, which gives

$$P_{\rm N}=\tau_c(x_a-x_b).$$

For slow flow, $\operatorname{arsinh}x\simeq x$ and the two pressures agree. For $x\gg1$ throughout the shell, $\operatorname{arsinh}x\simeq\ln2x$, and

$$P\simeq\frac{\tau_c}{2}\left[\ln^2(2x_a)-\ln^2(2x_b)\right].$$

Doubling $v$ adds $\ln2$ to both logarithms. The difference of squares then grows by $2\ln2\,\ln(x_a/x_b)$, and the pressure by

$$\Delta P\simeq\tau_c\ln2\,\ln\frac{x_a}{x_b}=2\tau_c\ln2\,\ln\frac ba.$$

A Newtonian pressure would double instead.

## (f) Numbers for the shell

**Question.** Use the parameters of part (d) with $a=100$ nm, $b=200$ nm and $v=0.010$ nm/s. Find the stresses in the oxide and the pressure on the silicon.

**Solution.** The rate scale is $\dot\gamma_c=\tau_c/\eta_0=1.172\times10^{-5}$ s⁻¹. At the silicon surface

$$\dot\gamma=\frac{2(0.010\ \mathrm{nm/s})}{100\ \mathrm{nm}}=2.00\times10^{-4}\ \mathrm{s^{-1}},$$

so $x_a=17.07$ and $x_b=x_a/4=4.27$. The inverse flow law gives the following profile; $\tau_{\rm N}=\eta_0\dot\gamma$ is the Newtonian stress.

| $r$ (nm) | $s$ | $\eta/\eta_0$ | $\tau$ (MPa) | $\tau_{\rm N}$ (MPa) |
|---:|---:|---:|---:|---:|
| 100 | 3.53 | 0.207 | 414 | 2000 |
| 150 | 2.72 | 0.359 | 319 | 889 |
| 200 | 2.16 | 0.506 | 253 | 500 |

The shear rate falls by a factor of 4 across the shell, but the stress falls only by $414/253=1.64$, since it varies almost logarithmically with the rate. The oxide is least viscous at the silicon surface, where it is sheared fastest. There the differential viscosity is $5.8\times10^{11}$ Pa s, about 6% of $\eta_0$.

Numerical quadrature of the pressure integral gives $P=462$ MPa. The Newtonian value is

$$P_{\rm N}=117.2(17.07-4.27)\ \mathrm{MPa}=1500\ \mathrm{MPa}.$$

Shear thinning reduces the pressure to 0.31 of the Newtonian value. This ratio lies between the extreme values of $\eta/\eta_0$ in the table because it is their average over the shell, with weight $\dot\gamma/r$.

The fast-flow formula gives 461 MPa. It also predicts that doubling $v$ would add about 113 MPa, whereas the Newtonian pressure would rise by 1500 MPa.

These values describe one instant of growth. Elastic strain, the influence of pressure on viscosity, and the feedback of stress on the oxidation rate are left out. The units are also taken as aligned with the local shear, which an amorphous oxide does not guarantee. If the slip directions are spread uniformly in the cross-section, a unit at angle $\theta$ to the planes of greatest shear feels $\tau\cos2\theta$ and contributes to the rate with weight $\cos2\theta$. Scaled to the same $\eta_0$ and $V$, the average is $\dot\gamma=2\dot\gamma_cI_1(s)$, with $I_1$ the modified Bessel function, and the pressure becomes 501 MPa instead of 462 MPa. A growth calculation would have to determine $v$ together with the stress.

## (g) Wells and saddles that move under load

**Question.** Part (a) kept the wells and saddle fixed. Replace the hops by overdamped diffusion, with diffusion coefficient $D$, in a periodic potential $kT\,u(X)$, where $X=x/\lambda$. Find the mean velocity $w$ under load. For $u=-(\varepsilon/2)\cos2\pi X$, with $\varepsilon\gg1$ the barrier in units of $kT$ and $s\ll\varepsilon$, find the leading correction to the law of part (b).

**Solution.** The loaded potential is $\phi(X)=u(X)-2sX$, since the work over one period is $2s\,kT$. Let $p(X)$ be the steady periodic density, normalized over one period. The probability current

$$J=-\frac{D}{\lambda^2}\,e^{-\phi}\frac{d}{dX}\left(e^{\phi}p\right)$$

is constant. Multiply by $e^\phi$ and integrate from $X$ to $X+1$. Because $p(X+1)=p(X)$ and $\phi(X+1)=\phi(X)-2s$,

$$e^{\phi(X)}p(X)\left(1-e^{-2s}\right)=\frac{J\lambda^2}{D}\int_0^1e^{\phi(X+Y)}\,dY.$$

Solve for $p$, integrate over $X$, and set the result equal to 1. The mean velocity is $w=\lambda J$, so

$$w=\frac D\lambda\,\frac{1-e^{-2s}}{I},\qquad
I=\int_0^1\!dX\int_0^1\!dY\,e^{u(X+Y)-u(X)-2sY}.$$

For a high cosine barrier, $I$ is dominated by $X$ near a well and $X+Y$ near the next saddle. Write $X=q$ and $X+Y=\tfrac12+r$. To second order,

$$u(X)\simeq-\frac\varepsilon2+\pi^2\varepsilon q^2,\qquad
u(X+Y)\simeq\frac\varepsilon2-\pi^2\varepsilon r^2.$$

With $Y=\tfrac12+r-q$, the integrand is

$$e^{\varepsilon-s}\,e^{-\pi^2\varepsilon q^2+2sq}\,e^{-\pi^2\varepsilon r^2-2sr}.$$

Completing the square in each Gaussian gives a factor $(\pi\varepsilon)^{-1/2}e^{s^2/(\pi^2\varepsilon)}$, and therefore

$$I\simeq\frac{e^{\varepsilon-s}}{\pi\varepsilon}\,e^{2s^2/(\pi^2\varepsilon)}.$$

Since $e^s(1-e^{-2s})=2\sinh s$,

$$w\simeq\frac{2\pi\varepsilon D}{\lambda}e^{-\varepsilon}\,\sinh s\;e^{-2s^2/(\pi^2\varepsilon)}.$$

The hyperbolic sine of part (b) returns, with a correction that vanishes for a high barrier at fixed $s$. The quartic terms of $u$, left out here, also change the prefactor by a relative amount of order $1/\varepsilon$. That change does not depend on $s$ and is absorbed in $k_0$; the stress-dependent part of the quartic terms is smaller than the correction kept. The Gaussian centres show the origin of the stress-dependent correction: the well moves forward by $s/(\pi^2\varepsilon)$ and the saddle backward by the same amount. The forward path is shortened, so the load does less work along it, by $4s^2/(\pi^2\varepsilon)$ in units of $kT$. Half of this is recovered, because the displaced well lies higher and the displaced saddle lower on $u$, each by $s^2/(\pi^2\varepsilon)$. The forward barrier is thus raised by $2s^2/(\pi^2\varepsilon)$ relative to part (a). The backward path is lengthened and its barrier is raised by the same amount, so both rates fall by the same factor.

At the silicon surface in part (f), $s=3.53$. For a cosine barrier with $\varepsilon=42.96$, the correction factor is $e^{-0.059}=0.943$. Numerical evaluation of the full double integral, scaled to the same low-stress slope as the sinh law, gives 0.9415. The sinh law thus overestimates the flow rate at this stress by about 6%. At a fixed rate, $s$ must rise by about 0.06, which raises the stress by about 7 MPa in 414 MPa. The size of the correction is specific to the cosine shape.

## (h) A saddle that is not midway

**Question.** Return to fixed wells and saddles, but place the saddle at a fraction $\alpha$ of the forward jump. Half the units meet only barriers of this shape along their path, and the other half meet only its mirror image, with equal $k_0$. How does the viscosity change?

**Solution.** A forward hop gains work $\alpha\tau V$ before the saddle; a backward hop works against the load over the remaining fraction $1-\alpha$. Hence

$$k_+=k_0e^{2\alpha s},\qquad k_-=k_0e^{-2(1-\alpha)s},$$

$$k_+-k_-=k_0e^{(2\alpha-1)s}(e^s-e^{-s})=2k_0e^{(2\alpha-1)s}\sinh s.$$

For the mirror-image barriers $\alpha$ becomes $1-\alpha$, which reverses the sign of $2\alpha-1$. The two groups of units move independently under the same stress and contribute their average rate, so

$$\dot\gamma=2k_0\frac\lambda{\lambda_1}\sinh s\,\cosh[(2\alpha-1)s],$$

$$\eta=\eta_0\frac{s}{\sinh s\,\cosh[(2\alpha-1)s]}.$$

The zero-stress viscosity is unchanged, but thinning is stronger whenever $\alpha\ne1/2$.

This result depends on each unit meeting only one shape. Suppose instead that every unit meets both shapes equally often in succession. In steady flow the same current $J$ crosses every barrier, so $J=k_0e^{\pm(2\alpha-1)s}(p_ne^s-p_{n+1}e^{-s})$. Dividing by the first exponential and averaging over the barriers gives a rate proportional to $\sinh s/\cosh[(2\alpha-1)s]$. The hyperbolic cosine now divides the rate, and the viscosity lies above the sinh law. Within this model, the form $s/\sinh s$ requires a midway saddle; symmetry between forward and reverse flow of the oxide as a whole is not enough.

As an example, take $u\propto\sin2\pi X+0.2\sin4\pi X$, scaled to a barrier of $160\,kT$. Locating its extrema numerically gives $\alpha=0.397$. At $s=2$ the predicted increase in rate over the sinh law is $\cosh(0.413)=1.087$. The double integral of part (g), averaged over the two mirror images and scaled to the low-stress slope, gives 1.081. The difference is about 0.5%. It is an effect of the finite barrier: raising the barrier to $320\,kT$ halves it.
